\section*{Vineyard's harmonic jump rate and its convergence with a partial Hessian}

\section*{Setting}

A periodic supercell of fixed shape and volume holds $N$ classical atoms with masses $m_i$, positions $x$ and potential energy $V(x)$. The crystal rests near a minimum $x_0$. It can leave through a saddle point $x_s$, where $V$ has one direction of negative curvature and lies $E_m=V(x_s)-V(x_0)$ above the minimum. The problem is to find the rate $\Gamma$ of passages through this one saddle, and to learn how much of the crystal must be kept in the force-constant matrix to compute it.

The initial basin is assumed to be in thermal equilibrium, and a trajectory that has crossed the dividing surface is assumed not to return at once. Equivalent saddles add their rates: a vacancy in an fcc crystal has twelve, so its total jump rate is $12\,\Gamma$.

\section*{(a) The rate as a flux}

\textit{Express $\Gamma$ through two integrals over configurations.}

\medskip
Use mass-weighted coordinates $q_i=\sqrt{m_i}\,x_i$, so that the kinetic energy is $\tfrac12|\dot q|^2$. Let $S$ be a surface that separates the basin $A$ from the final state near the saddle, with unit normal $n$ pointing outwards. The equilibrium density is proportional to $e^{-V/kT}e^{-|\dot q|^2/2kT}$. Only the velocity component $v=\dot q\cdot n>0$ carries systems out through $S$. Its thermal average, with inward velocities counted as zero, is
\begin{equation}
\frac{\int_0^\infty v\,e^{-v^2/2kT}\,dv}{\int_{-\infty}^{\infty}e^{-v^2/2kT}\,dv}
=\frac{kT}{\sqrt{2\pi kT}}=\sqrt{\frac{kT}{2\pi}} .
\end{equation}
The other velocity components integrate to the same factors on $S$ and in $A$. Dividing the outward flux by the population of the basin gives
\begin{equation}
\Gamma=\sqrt{\frac{kT}{2\pi}}\;
\frac{\int_S e^{-V/kT}\,dS}{\int_A e^{-V/kT}\,dq}.
\label{flux}
\end{equation}
Every successful passage crosses $S$ at least once, so the one-way flux cannot be smaller than the true classical rate. The two are equal if no trajectory recrosses.

\section*{(b) The harmonic limit}

\textit{Evaluate the integrals at low temperature, and count the modes.}

\medskip
Let $K$ be the matrix of second derivatives of $V$ with respect to $x$, and $D=M^{-1/2}KM^{-1/2}$ the dynamical matrix. Shifting all atoms together costs no energy, so $D$ has three zero modes at both stationary points. A periodic cell has no free rotation; an isolated molecule does, and its count differs.

At the minimum $D$ has $3N-3$ positive eigenvalues $\omega_i^2$. At the saddle it has one negative eigenvalue $-\omega_*^2$ and $3N-4$ positive ones $\omega_j'^2$. Take $S$ to be the plane through $x_s$ normal to the unstable mode. Eigenvectors with different eigenvalues are orthogonal, so the three translations lie within this plane. A shift of the whole crystal by the cell length $L$ restores the same periodic configuration. In mass-weighted coordinates its length is $L\sqrt{M_{\rm tot}}$, with $M_{\rm tot}=\sum_i m_i$. Translations therefore contribute $(L\sqrt{M_{\rm tot}})^3$ to both integrals and cancel.

Each remaining direction is a Gaussian integral, $\int e^{-\omega^2Q^2/2kT}dQ=\sqrt{2\pi kT}/\omega$. Hence
\begin{align}
\Gamma&=\sqrt{\frac{kT}{2\pi}}\;
\frac{(2\pi kT)^{(3N-4)/2}\,\prod_j 1/\omega_j'}{(2\pi kT)^{(3N-3)/2}\,\prod_i 1/\omega_i}\;e^{-E_m/kT}\nonumber\\
&=\sqrt{\frac{kT}{2\pi}}\,\frac{1}{\sqrt{2\pi kT}}\,
\frac{\prod_i\omega_i}{\prod_j\omega_j'}\,e^{-E_m/kT}
=\frac1{2\pi}\frac{\prod_i\omega_i}{\prod_j\omega_j'}\,e^{-E_m/kT}.
\end{align}
With $\omega=2\pi\nu$ the numerator has one factor $2\pi$ more than the denominator, which removes the prefactor $1/2\pi$:
\begin{equation}
\boxed{\;\Gamma=\frac{\prod_{i=1}^{3N-3}\nu_i}{\prod_{j=1}^{3N-4}\nu_j'}\;e^{-E_m/kT}\;}
\label{vineyard}
\end{equation}
This is Vineyard's formula. The powers of $kT$ have cancelled, so the prefactor does not depend on temperature. If the jump leaves all transverse frequencies unchanged, they cancel in pairs and the prefactor is the frequency of vibration along the jump direction in the well. In general it also contains the entropy gained or lost because the other modes soften or stiffen at the saddle.

The formula is the leading term at low temperature. A model small enough for direct integration of (\ref{flux}) shows the correction. Three particles on a line, with masses 1, 2, 3, interact through
\begin{equation}
V=(s^2-1)^2+4.5\,(1+0.5s^2)(w-0.5s)^2,
\end{equation}
where $s=x_2-\tfrac12(x_1+x_3)$ and $w=x_3-x_1-2$. The barrier is 1. One translation leaves two frequencies at the minimum and one at the saddle. The flux integral divided by (\ref{vineyard}) is 0.9896, 0.9949 and 0.9975 at $kT=0.04$, 0.02 and 0.01. The deviation halves with $kT$, and linear extrapolation of the last two values to $kT=0$ gives 1.0000. This limit was tested.

\section*{(c) Which plane?}

\textit{How does the harmonic flux change if the dividing plane is tilted?}

\medskip
Work in the $3N-3$ directions orthogonal to translations. Let the normal be
$n=\cos\theta\,e_*+\sin\theta\sum_j a_je_j$ with $\sum_ja_j^2=1$, where $e_*$ is the unstable mode and $e_j$ are the stable ones. The Gaussian integral over the plane is proportional to $(\det D_S)^{-1/2}$, where $D_S$ is $D$ restricted to the plane. In an orthonormal basis that contains $n$, the cofactor rule for the inverse reads $n^{T}D^{-1}n=\det D_S/\det D$. Since $\det D=-\omega_*^2\prod_j\omega_j'^2$,
\begin{align}
\det D_S&=-\omega_*^2\prod_j\omega_j'^2
\left(-\frac{\cos^2\theta}{\omega_*^2}+\sin^2\theta\sum_j\frac{a_j^2}{\omega_j'^2}\right)\nonumber\\
&=\prod_j\omega_j'^2\left(\cos^2\theta-\sin^2\theta\sum_j a_j^2\frac{\omega_*^2}{\omega_j'^2}\right).
\end{align}
The flux is thus multiplied by
\begin{equation}
\left(\cos^2\theta-\sin^2\theta\sum_j a_j^2\,\frac{\omega_*^2}{\omega_j'^2}\right)^{-1/2}\ge1 ,
\end{equation}
as long as the bracket is positive. If it is not, the harmonic energy fails to rise along some direction in the plane and the integral does not exist. The plane normal to the unstable mode gives the least flux, and so the best upper estimate of the rate among these planes. The excess on a tilted plane comes from recrossing. In the three-particle model a tilt of 0.4 rad raises the extrapolated flux to 1.117 times the least value, and the formula gives the same figure.

\section*{(d) Determinants and masses}

\textit{Show that the masses enter the prefactor through one frequency alone.}

\medskip
Write $\det'$ for the product of the nonzero eigenvalues and $\nu_*=\omega_*/2\pi$. Multiplying and dividing by $\omega_*$, the prefactor of (\ref{vineyard}) becomes $\nu_*\sqrt{\det'D_0/|\det'D_s|}$.

Next, a lemma. Let $W$ be diagonal with weight $w_i$ on the three coordinates of atom $i$, and let $T$ hold the three normalized translations, each with components $1/\sqrt N$. Then $T^{T}WT=(\sum_iw_i/N)\,\mathbf 1_3$. In a basis of $T$ and its complement, $K+\varepsilon W$ has the block $\varepsilon T^{T}WT$ on the translations, off-diagonal blocks of order $\varepsilon$, and a complement block that tends to the nonsingular part of $K$. Eliminating the complement changes the first block at order $\varepsilon^2$, so
\begin{equation}
\det(K+\varepsilon W)=\varepsilon^3\,{\det}'K\left(\frac{\sum_iw_i}{N}\right)^{3}+O(\varepsilon^4).
\label{lemma}
\end{equation}
Take $W=M$. Since $\det(D+\varepsilon\mathbf 1)=\det(K+\varepsilon M)/\det M$, comparing terms in $\varepsilon^3$ gives $\det'D=\det'K\,(M_{\rm tot}/N)^3/\det M$. The mass factor is the same at both stationary points, and therefore
\begin{equation}
\frac{\prod\nu_i}{\prod\nu_j'}=\nu_*\sqrt{\frac{\det'K_0}{|\det'K_s|}} .
\label{det}
\end{equation}
This was tested with random masses between 20 and 100 u in the 107-atom cell of part (g). The frequencies and the right-hand side of (\ref{det}) both give 3.938 THz.

\section*{(e) Keeping a region only}

\textit{Relax the whole cell, but keep only the rows and columns of $n$ atoms (set $A$) in the Hessian. What is left out?}

\medskip
The other $N_B=N-n$ atoms (set $B$) are held still, so no translation remains. There are $3n$ frequencies at the minimum and $3n-1$ real ones at the saddle. The geometries and $E_m$ still come from full relaxation.

The mode count needs a check. At the minimum, a nonzero displacement of $A$ alone is not a translation and costs energy, so $K_{AA}$ is positive definite. At the saddle, two negative eigenvalues in $A$ would span a plane of negative curvature in the full space, which has only one such direction. If the block of the jumping atom already has a negative eigenvalue, every larger region inherits a direction of negative curvature. Each region then has exactly one. The lowest eigenvalue is a minimum over displacements of $A$, and a larger region offers more displacements. Its frequency $\nu_*^A$ therefore never falls as the region grows, and never exceeds $\nu_*$.

To find the missing factor, put weight 1 on a single atom $c$ in (\ref{lemma}) and 0 on the rest. The determinant is a polynomial of degree three in $\varepsilon$, and its $\varepsilon^3$ coefficient is the determinant of $K$ without atom $c$:
\begin{equation}
\det K_{\text{without }c}={\det}'K/N^3 .
\label{onefrozen}
\end{equation}
Choose $c$ in $B$ and eliminate $A$ by block elimination, with
\begin{equation}
\Sigma=K_{BB}-K_{BA}K_{AA}^{-1}K_{AB},\qquad
\det K_{\text{without }c}=\det K_{AA}\,\det\Sigma_{\text{without }c}.
\end{equation}
For a uniform translation $t$, the $A$ rows of $Kt=0$ give $t_A=-K_{AA}^{-1}K_{AB}t_B$, and the $B$ rows then give $\Sigma t_B=0$. So $\Sigma$ has the same three zero modes on $N_B$ atoms, and (\ref{onefrozen}) applies to it with $N_B$ in place of $N$. Thus $\det'K=(N/N_B)^3\det K_{AA}\det'\Sigma$. The numerical factor cancels between minimum and saddle, and (\ref{det}) yields
\begin{equation}
\frac{\text{full prefactor}}{\text{partial prefactor}}
=\frac{\nu_*}{\nu_*^A}\sqrt{\frac{\det'\Sigma_0}{\det'\Sigma_s}} .
\label{missing}
\end{equation}
For 17 atoms kept out of 107 the two factors are 1.008 and 0.710. Their product, 0.716, agrees with the directly computed ratio.

One limit is simple. If a single atom is frozen, (\ref{onefrozen}) divides both determinants by the same $N^3$, and only the change of $\nu_*$ remains. Freezing one atom far from the jump hardly alters $\nu_*$, so the partial and full prefactors nearly coincide at the end. Equation (\ref{missing}) does not say that they meet early.

\section*{(f) The effect of a small strain on many atoms}

\textit{Estimate the missing factor from the density of the frozen region.}

\medskip
The surroundings of the saddle may expand during the jump. In a cell of fixed volume, the outer atoms must then lose the volume that the inner region gains. Let $\theta_i$ be the relative change of local volume at atom $i$ from minimum to saddle, measured as three times the mean logarithmic change of its nearest-neighbour distances. This measure is used only for outer atoms, whose neighbour shells stay nearly perfect. Next to the vacancy and the jumping atom it does not represent a volume, so its sum over the whole cell need not vanish. Let $\gamma=-\langle d\ln\omega/d\ln\mathcal V\rangle$ be the mean Grüneisen parameter of the perfect crystal of volume $\mathcal V$. Each atom carries three modes, so its share of $\ln\prod\omega$ changes by $-3\gamma\theta_i$. Treating the frozen atoms as independent pieces of strained crystal, the full ratio contains a factor $\exp(3\gamma\sum_B\theta_i)$ that the partial one lacks:
\begin{equation}
\frac{\text{partial}}{\text{full}}\approx\exp\Bigl(-3\gamma\sum_{i\in B}\theta_i\Bigr).
\label{density}
\end{equation}
Shear does not enter at first order in a cubic environment. Coupling to the inner region, strain gradients and the change of $\nu_*$ are neglected. In a larger cell the compression that balances the inner expansion is spread more thinly, but over more atoms, so the sum of the outer $\theta_i$ need not vanish.

\section*{(g) A vacancy jump}

\textit{Apply the results to a model crystal.}

\medskip
The atoms interact through a Morse potential,
\begin{equation}
\phi(r)=\epsilon\left[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}\right],
\end{equation}
with $\epsilon=0.2$ eV, $\alpha=2.0$ \AA$^{-1}$ and $r_0=2.8$ \AA. Its value, slope and curvature at 5.5 \AA{} are subtracted as a quadratic polynomial, so that it ends smoothly there. The mass is 50 u. These are round parameters and stand for no particular material. The fcc lattice constant of least energy is 3.928 \AA, and $\gamma=2.39$. One atom jumps into a neighbouring vacancy, with the saddle midway. Tests confirmed one unstable mode there and, in the smallest cell, descent into both neighbouring minima.

\textbf{Full Hessian.} Cells of 107, 255 and 499 atoms give $E_m=0.8135$, 0.8104 and 0.8092 eV, with prefactors 4.23, 4.28 and 4.28 THz. For 499 atoms the count is 1494 frequencies over 1493. At 900 K, $kT=0.07756$ eV and $E_m/kT=10.43$, so
\begin{equation}
\Gamma=4.281\times10^{12}\,\mathrm{s^{-1}}\times2.944\times10^{-5}
=1.26\times10^{8}\,\mathrm{s^{-1}} .
\end{equation}
Between the last two cells the prefactor changes by 0.1\%. The barrier falls by 1.25 meV, which changes the rate by $1.25/77.6\approx1.6\%$. At this temperature the cell size therefore affects the rate mainly through the barrier. The last digit of the rate is not converged: a cell of 863 atoms gives 0.8086 eV, 4.28 THz and $1.27\times10^{8}\,\mathrm{s^{-1}}$. This rate belongs to a crystal held at the static lattice constant, where the harmonic thermal pressure at 900 K is about 6 GPa. At the lattice constant of zero pressure in the quasi-harmonic approximation, 4.06 \AA, the barrier of the 255-atom cell falls to 0.59 eV and the rate is about twelve times larger.

\textbf{Partial Hessian.} Selected regions in the 499-atom cell are:

\begin{center}
\begin{tabular}{rcccc}
$n$ & $\nu_*^A$ (THz) & prefactor (THz) & partial/full & Eq.~(\ref{density})\\
1 & 2.699 & 3.76 & 0.88 & --\\
5 & 2.725 & 1.45 & 0.34 & --\\
23 & 2.777 & 7.25 & 1.69 & --\\
75 & 2.789 & 11.6 & 2.71 & 3.24\\
177 & 2.791 & 10.2 & 2.38 & 2.65\\
379 & 2.792 & 7.83 & 1.83 & 1.91\\
498 & 2.792 & 4.28 & 1.00 & 1.01
\end{tabular}
\end{center}

The unstable frequency converges quickly: it is 3.3\% low with the jumping atom alone and 0.5\% low with 23 atoms. The prefactor does not. The single-atom value is only 12\% below the full one, but this is no sign of convergence, since adding four neighbours lowers the ratio to 0.34. With 75 atoms the prefactor is 2.7 times too large, an error in the rate equal to that of a barrier wrong by $kT\ln2.71=0.077$ eV at 900 K. With 379 of the 499 atoms it is still 83\% too large.

The density estimate gives the right size for this slow part in large regions, though it is somewhat too large. For $n=379$ it gives $\sum_B\theta_i=-\ln(1.906)/(3\times2.386)=-0.090$. Spread over 120 frozen atoms, this is an average compression of 0.08\%, which hardly shifts a single frequency but adds up in the product. The logarithm of the ratio is overestimated by 7\% at $n=379$ and by 13 to 23\% for the regions of 75 to 233 atoms. At $n=47$, where the estimate is 2.38 and the true ratio 1.52, the logarithm is too large by a factor of two. The estimate also misses a small rise of the true ratio between 117 and 177 atoms. It supports compression as the main cause far from the jump, and does not describe the nearer shells.

Going from the 255-atom to the 499-atom cell does not rescue a fixed region. With 75 atoms kept, partial/full rises from 2.44 to 2.71, and the estimate (\ref{density}) rises with it, from 2.89 to 3.24. The outer strains are spread over more atoms in the larger cell, but their sum has not become smaller. For this jump at fixed volume, agreement between two successive regions is no proof of convergence: the ratios for 117 and 177 atoms differ by 4\%, yet both are more than twice the full value. Of the regions in the table, only the one with a single frozen atom reproduces the full prefactor. All these ratios refer to the full prefactor at fixed volume. If the 255-atom cell is instead relaxed to zero static pressure at the minimum and at the saddle separately, it grows by 0.31 atomic volumes in the jump. The barrier hardly changes, but the full prefactor rises from 4.28 to about 39 THz, close to the factor $\exp(3\gamma\times0.31)$. Measured against that value the 75-atom prefactor is about four times too small, so the sign of the error depends on what is held fixed.

\textbf{Classical vibrations.} The highest frequency, 10.1 THz, has $y=h\nu/kT=0.54$ at 900 K. The quantum partition function of an oscillator is the classical one times $(y/2)/\sinh(y/2)\approx1-y^2/24$, a change of about 1.2\% for this mode and less for the others. In the rate these changes partly cancel between minimum and saddle; their sum was not evaluated, nor was tunnelling. As $y$ grows on cooling, the classical formula eventually fails, even though its harmonic expansion improves. The complete set of regions for both cells is in the numerical output.

\section*{Computed results}
\begin{verbatim}
Three-particle model, barrier 1, masses 1 2 3 (model units)
  kT=0.04: flux integral / frequency formula = 0.98964
  kT=0.02: flux integral / frequency formula = 0.99491
  kT=0.01: flux integral / frequency formula = 0.99748
  extrapolated to kT=0: 1.00004
  plane tilted 0.4 rad: flux 1.1167, formula 1.1166
Model crystal: fcc with one vacancy, Morse pair potential
  depth 0.2 eV, steepness 2.0 1/A, bond 2.8 A, cutoff 5.5 A
  mass 50.0 u, lattice constant 3.9278 A, mean Grueneisen parameter 2.386
Full Hessian: atoms, modes initial/saddle, E_m (eV), nu* (THz), prefactor (THz)
   107   318/ 317   0.81354   2.8097    4.2261
   255   762/ 761   0.81040   2.7960    4.2757
   499  1494/1493   0.80915   2.7917    4.2813
Random masses 20-100 u, 107 atoms: prefactor 3.9384 THz, from nu* alone 3.9384 THz
Region of 17 in 107 atoms: full/partial 0.71554 = nu* factor 1.00751 x outer factor 0.71020
Partial Hessian in 255 atoms: radius (A), atoms kept, nu* (THz), prefactor (THz), partial/full, density estimate
     0.1    1   2.7030    3.7556   0.8784        -
     2.5    5   2.7296    1.4469   0.3384        -
     3.5    9   2.7403    2.6786   0.6265        -
     4.5   23   2.7816    7.0247   1.6429        -
     5.5   47   2.7858    6.0164   1.4071   2.2044
     6.5   75   2.7927   10.4309   2.4396   2.8899
     7.5  117   2.7937    8.0823   1.8903   2.3509
  all-1   254   2.7960    4.2757   1.0000   1.0095
Partial Hessian in 499 atoms: radius (A), atoms kept, nu* (THz), prefactor (THz), partial/full, density estimate
     0.1    1   2.6986    3.7626   0.8788        -
     2.5    5   2.7251    1.4544   0.3397        -
     3.5    9   2.7360    2.7321   0.6381        -
     4.5   23   2.7773    7.2493   1.6932        -
     5.5   47   2.7816    6.4994   1.5181   2.3840
     6.5   75   2.7885   11.6074   2.7112   3.2429
     7.5  117   2.7895    9.8301   2.2960   2.7527
     8.5  177   2.7908   10.1758   2.3768   2.6491
     9.5  233   2.7912    8.5260   1.9914   2.3374
    11.5  379   2.7916    7.8340   1.8298   1.9060
  all-1   498   2.7917    4.2813   1.0000   1.0058
Rate in the 499-atom cell at 900 K
  kT = 0.077556 eV, E_m/kT = 10.4331, exp(-E_m/kT) = 2.9441e-05
  rate through one saddle = 1.2605e+08 1/s
  highest frequency 10.076 THz, h nu/kT = 0.5373
\end{verbatim}
